# When a Scattering Matrix Needs Flux-Normalized Modes to Be Unitary: verification in Python

```python
"""
Result under test: let A map incoming to outgoing coefficients of bare plane
waves exp(+-ikx), and let V = diag(v) hold the channel velocities. Then
    A^dagger V A = V,   S = V^(1/2) A V^(-1/2) is unitary,
    S_mn = sqrt(v_m / v_n) A_mn   (m outgoing, n incoming),
while A itself is unitary only if it commutes with V.
Hartree atomic units, mass 1, so velocity = wave number k = sqrt(2(E - level)).
Channels are ordered: components on the left side, then on the right side.
A is found by integrating -psi''/2 + U psi = E psi, without using any flux law.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from scipy.sparse import diags
from scipy.sparse.linalg import splu

HALF_LENGTH = 6.0  # exp(-x^2) is about 2e-16 here, so the ends are free


def plane_waves(k, direction, x):
    """Values and slopes of exp(i*direction*k*x), one column per component."""
    wave = np.exp(1j * direction * k * x)
    return np.vstack([np.diag(wave), np.diag(1j * direction * k * wave)])


def amplitude_matrix(energy, left_levels, right_levels, bump):
    """A and velocities for U = levels (jump at x=0) + bump * exp(-x^2)."""
    left_levels = np.array(left_levels, dtype=float)
    right_levels = np.array(right_levels, dtype=float)
    bump = np.array(bump, dtype=complex)
    n = len(left_levels)
    transfer = np.eye(2 * n, dtype=complex)

    def slope(x, flat, levels):
        y = flat.reshape(2 * n, 2 * n)
        excess = np.diag(levels - energy) + bump * np.exp(-x * x)
        return np.concatenate([y[n:], 2 * excess @ y[:n]]).ravel()

    for start, stop, levels in ((-HALF_LENGTH, 0.0, left_levels),
                                (0.0, HALF_LENGTH, right_levels)):
        solution = solve_ivp(slope, (start, stop), transfer.ravel(),
                             method="DOP853", rtol=1e-11, atol=1e-12,
                             args=(levels,))
        assert solution.success
        transfer = solution.y[:, -1].reshape(2 * n, 2 * n)

    k_left = np.sqrt(2 * (energy - left_levels))
    k_right = np.sqrt(2 * (energy - right_levels))
    left_in = plane_waves(k_left, 1, -HALF_LENGTH)
    left_out = plane_waves(k_left, -1, -HALF_LENGTH)
    right_in = plane_waves(k_right, -1, HALF_LENGTH)
    right_out = plane_waves(k_right, 1, HALF_LENGTH)
    A = np.linalg.solve(np.hstack([transfer @ left_out, -right_out]),
                        np.hstack([-transfer @ left_in, right_in]))
    return A, np.concatenate([k_left, k_right])


def defect(matrix):
    """Largest element of |M^dagger M - 1|; zero for a unitary matrix."""
    return np.max(np.abs(matrix.conj().T @ matrix - np.eye(len(matrix))))


def flux_normalized(A, v):
    return np.sqrt(v)[:, None] * A / np.sqrt(v)[None, :]


def flux_law_error(A, v):
    return np.max(np.abs(A.conj().T @ np.diag(v) @ A - np.diag(v)))


def commutator_size(A, v):
    return np.max(np.abs(A * v[None, :] - v[:, None] * A))


# Current of a superposition, from a finite-difference derivative
k_test, a_test, b_test, h = 0.7, 0.8 + 0.3j, -0.2 + 0.5j, 1e-4
x_test = np.linspace(-3, 3, 13)


def superposition(x):
    return a_test * np.exp(1j * k_test * x) + b_test * np.exp(-1j * k_test * x)


derivative = (superposition(x_test + h) - superposition(x_test - h)) / (2 * h)
current = np.imag(superposition(x_test).conj() * derivative)
assert np.allclose(current, k_test * (abs(a_test)**2 - abs(b_test)**2),
                   atol=1e-7)
assert np.ptp(np.abs(superposition(x_test))**2) > 0.1  # density does oscillate

# Potential step: integrated wave equation against the closed formulas
E, V0 = 0.5, 0.375
for energy in (E, 0.9):
    A_num, v_num = amplitude_matrix(energy, [0.0], [V0], [[0.0]])
    k1, k2 = np.sqrt(2 * energy), np.sqrt(2 * (energy - V0))
    total = k1 + k2
    r = (k1 - k2) / total
    A_formula = np.array([[r, 2 * k2 / total], [2 * k1 / total, -r]])
    S_off = 2 * np.sqrt(k1 * k2) / total
    S_formula = np.array([[r, S_off], [S_off, -r]])
    defect_formula = np.array(
        [[4 * k1 * (k1 - k2) / total**2, -2 * r**2],
         [-2 * r**2, -4 * k2 * (k1 - k2) / total**2]])
    assert np.allclose(A_num, A_formula, atol=1e-8)
    assert np.allclose(flux_normalized(A_num, v_num), S_formula, atol=1e-8)
    assert np.allclose(A_num.conj().T @ A_num - np.eye(2), defect_formula,
                       atol=1e-8)
    assert flux_law_error(A_num, v_num) < 1e-8
    assert defect(flux_normalized(A_num, v_num)) < 1e-8
    assert defect(A_num) > 0.1

A, v = amplitude_matrix(E, [0.0], [V0], [[0.0]])
S = flux_normalized(A, v)


# Which relative mode normalization N2/N1 gives a unitary matrix?
def renormalized(ratio):
    scale = np.array([1.0, ratio])
    return A * scale[None, :] / scale[:, None]


def squared_defect(ratio):
    M = renormalized(ratio)
    return np.sum(np.abs(M.conj().T @ M - np.eye(2))**2)


search = minimize_scalar(squared_defect, bounds=(0.3, 5.0), method="bounded",
                         options={"xatol": 1e-10})
best_ratio = search.x
assert abs(best_ratio - np.sqrt(v[0] / v[1])) < 1e-5
assert search.fun < 1e-9

# Two coupled components, complex coupling (no time-reversal symmetry)
coupling = [[0.2, 0.3 + 0.2j], [0.3 - 0.2j, -0.1]]
A4, v4 = amplitude_matrix(E, [0.0, 0.2], [0.1, V0], coupling)
S4 = flux_normalized(A4, v4)
asymmetry = np.max(np.abs(S4 - S4.T))
assert flux_law_error(A4, v4) < 1e-8
assert defect(S4) < 1e-8
assert defect(A4) > 0.05 and commutator_size(A4, v4) > 0.01
assert asymmetry > 1e-3

# Exceptions: equal velocities, and unequal velocities that are not linked
A_equal, v_equal = amplitude_matrix(E, [0.0], [0.0], [[0.4]])
assert defect(A_equal) < 1e-8 and abs(A_equal[0, 0]) > 0.01
A_free, v_free = amplitude_matrix(E, [0.0, 0.2], [0.0, 0.2],
                                  [[0.4, 0.0], [0.0, 0.3]])
assert defect(A_free) < 1e-8 and commutator_size(A_free, v_free) < 1e-8
assert np.ptp(v_free) > 0.1 and abs(A_free[0, 0]) > 0.01
A_linked, v_linked = amplitude_matrix(E, [0.0, 0.2], [0.0, 0.2],
                                      [[0.4, 0.3], [0.3, 0.3]])
assert defect(A_linked) > 0.01
assert defect(flux_normalized(A_linked, v_linked)) < 1e-8

# Wave packet sent over the step (Crank-Nicolson on a grid)
dx, dt, n_steps = 0.1, 0.4, 2000
index = np.arange(-8500, 4501)
x = index * dx
packet_width, packet_start = 80.0, -400.0
psi = np.exp(-(x - packet_start)**2 / (4 * packet_width**2) + 1j * v[0] * x)
psi /= np.sqrt(np.sum(np.abs(psi)**2) * dx)
potential = V0 * np.heaviside(index, 0.5)
off_diagonal = np.full(len(x) - 1, -0.5 / dx**2)
hamiltonian = diags([off_diagonal, 1 / dx**2 + potential, off_diagonal],
                    [-1, 0, 1])
implicit = (diags([np.ones(len(x))], [0]) + 0.5j * dt * hamiltonian).tocsc()
solver = splu(implicit, permc_spec="NATURAL")


def spread(density):
    weight = density / density.sum()
    mean = np.sum(weight * x)
    return np.sqrt(np.sum(weight * (x - mean)**2))


width_before = spread(np.abs(psi)**2)
for _ in range(n_steps):
    psi = 2 * solver.solve(psi) - psi
density = np.abs(psi)**2
transmitted = np.where(index > 0, density, 0.0)
packet_T = transmitted.sum() * dx
width_after = spread(transmitted)
T_flux = v[1] / v[0] * abs(A[1, 0])**2
assert abs(density.sum() * dx - 1) < 1e-8
# grid dispersion and the energy spread of the packet shift T by about 1e-3
assert abs(packet_T - T_flux) < 3e-3
# ordinary spreading of the packet adds about one percent to its length
assert abs(width_after / width_before - v[1] / v[0]) < 0.015

print("POTENTIAL STEP (atomic units)")
print(f"energy E = {E:.3f} hartree, step height V0 = {V0:.3f} hartree")
print(f"wave numbers k1 = {v[0]:.4f}, k2 = {v[1]:.4f} 1/bohr")
print(f"velocities v1 = {v[0]:.4f}, v2 = {v[1]:.4f} a.u.")
print("Plane-wave matrix A (dimensionless), from integration:")
for row in A.real:
    print(f"  {row[0]:9.6f} {row[1]:9.6f}")
column_sums = np.sum(np.abs(A)**2, axis=0)
print(f"column sums of |A|^2: {column_sums[0]:.6f}, {column_sums[1]:.6f}")
gram = (A.conj().T @ A - np.eye(2)).real
print("A^dagger A - 1:")
for row in gram:
    print(f"  {row[0]:9.6f} {row[1]:9.6f}")
print(f"factor sqrt(v2/v1) = {np.sqrt(v[1] / v[0]):.6f}")
print(f"factor sqrt(v1/v2) = {np.sqrt(v[0] / v[1]):.6f}")
print("Flux-normalized matrix S:")
for row in S.real:
    print(f"  {row[0]:9.6f} {row[1]:9.6f}")
print(f"reflection probability R = {abs(S[0, 0])**2:.6f}")
print(f"transmission probability T = {abs(S[1, 0])**2:.6f}")
print(f"bare |t21|^2 = {abs(A[1, 0])**2:.6f}")
print(f"flux left v1(1-|r|^2) = {v[0] * (1 - abs(A[0, 0])**2):.6f} a.u.")
print(f"flux right v2|t21|^2 = {v[1] * abs(A[1, 0])**2:.6f} a.u.")
print("SEARCH FOR THE NORMALIZATION RATIO N2/N1")
for ratio in (1.0, 1.2, 1.6, 2.0):
    print(f"  N2/N1 = {ratio:.1f}: largest unitarity defect "
          f"{defect(renormalized(ratio)):.4f}")
print(f"ratio found by the search = {best_ratio:.5f}")
print("WAVE PACKET OVER THE STEP")
print(f"length (std. dev.) before = {width_before:.2f} bohr")
print(f"length of transmitted part = {width_after:.2f} bohr")
print(f"length ratio = {width_after / width_before:.4f}, "
      f"v2/v1 = {v[1] / v[0]:.4f}")
print(f"transmitted probability = {packet_T:.4f}")
print("TWO COUPLED COMPONENTS, FOUR CHANNELS")
print("velocities (a.u.): " + ", ".join(f"{s:.4f}" for s in v4))
print(f"unitarity defect of A = {defect(A4):.4f}")
print(f"unitarity defect of S = {defect(S4):.1e}")
print(f"largest |S - S^T| = {asymmetry:.4f}")
print("EXCEPTIONS AND THEIR LOSS")
print(f"equal velocities: defect of A = {defect(A_equal):.1e}")
print(f"two components, velocities {v_free[0]:.4f}, {v_free[1]:.4f} a.u.")
print(f"  not coupled: defect of A = {defect(A_free):.1e}")
print(f"  coupled:     defect of A = {defect(A_linked):.4f}")
print("all tests passed")
```

Running it gives:

```
POTENTIAL STEP (atomic units)
energy E = 0.500 hartree, step height V0 = 0.375 hartree
wave numbers k1 = 1.0000, k2 = 0.5000 1/bohr
velocities v1 = 1.0000, v2 = 0.5000 a.u.
Plane-wave matrix A (dimensionless), from integration:
   0.333333  0.666667
   1.333333 -0.333333
column sums of |A|^2: 1.888889, 0.555556
A^dagger A - 1:
   0.888889 -0.222222
  -0.222222 -0.444444
factor sqrt(v2/v1) = 0.707107
factor sqrt(v1/v2) = 1.414214
Flux-normalized matrix S:
   0.333333  0.942809
   0.942809 -0.333333
reflection probability R = 0.111111
transmission probability T = 0.888889
bare |t21|^2 = 1.777778
flux left v1(1-|r|^2) = 0.888889 a.u.
flux right v2|t21|^2 = 0.888889 a.u.
SEARCH FOR THE NORMALIZATION RATIO N2/N1
  N2/N1 = 1.0: largest unitarity defect 0.8889
  N2/N1 = 1.2: largest unitarity defect 0.3457
  N2/N1 = 1.6: largest unitarity defect 0.2489
  N2/N1 = 2.0: largest unitarity defect 0.8889
ratio found by the search = 1.41421
WAVE PACKET OVER THE STEP
length (std. dev.) before = 80.00 bohr
length of transmitted part = 40.46 bohr
length ratio = 0.5057, v2/v1 = 0.5000
transmitted probability = 0.8886
TWO COUPLED COMPONENTS, FOUR CHANNELS
velocities (a.u.): 1.0000, 0.7746, 0.8944, 0.5000
unitarity defect of A = 0.4351
unitarity defect of S = 1.6e-12
largest |S - S^T| = 0.7375
EXCEPTIONS AND THEIR LOSS
equal velocities: defect of A = 1.8e-12
two components, velocities 1.0000, 0.7746 a.u.
  not coupled: defect of A = 3.2e-12
  coupled:     defect of A = 0.1328
all tests passed
```
